\section*{Cosine re-emission in a long trench by uniform projected sines}

\section{Definitions and conventions}

A trench of width $w$ and depth $d$ runs along $y$. In its cross-section $x$ points across, from $0$ to $w$, and $z$ points down, from the mouth at $z=0$ to the floor at $z=d$. The aspect ratio is $a=d/w$. Each boundary, the mouth included, has a unit normal $\mathbf n$ pointing into the trench and a unit tangent $\mathbf t$ in the cross-section.

Molecules fly freely between boundaries. At each wall or floor impact a molecule sticks with constant probability $s$. Otherwise it leaves from the same point with no memory of its arrival, following the cosine law
\begin{equation}
 dP=\frac{\cos\theta}{\pi}\,d\Omega ,
\end{equation}
where $\theta$ is measured from $\mathbf n$. The factor $1/\pi$ normalises the law, since $\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi$. The gas above the mouth is isotropic. Molecules cross the mouth at a rate proportional to their normal velocity, so their entry directions follow the same law.

The angle $\phi\in(-\pi/2,\pi/2)$ lies between $\mathbf n$ and the direction projected on the cross-section, and $\mu=\sin\phi$. The relative flux $\Gamma$ is the local impact flux divided by that on the flat field outside. The field receives nothing back from the trench in free flight, and $s$ is the same everywhere, so $\Gamma$ is also the local deposition rate relative to the field: the step coverage at that instant. The profile is held fixed.

\section{Why the projected sine is uniform}

Let $\beta$ be the elevation of the unit direction $\mathbf u$ out of the cross-section:
\begin{equation}
 \mathbf u=\cos\beta\,(\cos\phi\,\mathbf n+\sin\phi\,\mathbf t)
 +\sin\beta\,\hat{\mathbf y}.
\end{equation}
These are spherical coordinates with $y$ as polar axis, so $d\Omega=\cos\beta\,d\beta\,d\phi$. The component along the normal is $\cos\theta=\cos\beta\cos\phi$. Therefore
\begin{equation}
 dP=\frac{\cos^2\beta\,\cos\phi}{\pi}\,d\beta\,d\phi
 =\left(\frac{2}{\pi}\cos^2\beta\,d\beta\right)
 \left(\frac12\cos\phi\,d\phi\right).
\end{equation}
Each bracket integrates to one, because $\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta=\pi/2$ and $\int_{-\pi/2}^{\pi/2}\cos\phi\,d\phi=2$. The two angles are therefore independent. Since $d\mu=\cos\phi\,d\phi$, the second bracket is $d\mu/2$: $\mu$ is uniform on $(-1,1)$.

In a trench uniform along $y$, the next impact point in the cross-section depends on the starting point and $\phi$, not on $\beta$. Re-emission erases memory and $s$ is constant, so the cross-section histories form a closed two-dimensional process. Its impact statistics are those of the three-dimensional problem.

The elevation still sets the true flight length, which is the projected length divided by $\cos\beta$. The mean of this factor is
\begin{equation}
 \left\langle\frac1{\cos\beta}\right\rangle
 =\frac2\pi\int_{-\pi/2}^{\pi/2}\cos\beta\,d\beta=\frac4\pi .
\end{equation}
With $v=\sin\beta$ and $dv=\cos\beta\,d\beta$, the axial component has density $(2/\pi)\sqrt{1-v^2}$. One coordinate of a uniform point in the unit disk has this density, so $v=\sqrt{U_1}\cos(2\pi U_2)$ samples it, with $U_1,U_2$ uniform on $(0,1)$. This draw is needed for path lengths and axial positions, not for the coverage.

\section{The algorithm}

Each occurrence of \texttt{U} is a fresh uniform number on $(0,1)$.
\begin{verbatim}
for each of N entries:
  x = w*U;  z = 0;  side = mouth
  repeat:
    mu = 2*U - 1            (redraw if |mu| = 1)
    c  = sqrt((1-mu)*(1+mu))
    (ux,uz) = c*n[side] + mu*t[side]
    lx = (w-x)/ux if ux>0;  -x/ux if ux<0;  else infinity
    lz = (d-z)/uz if uz>0;  -z/uz if uz<0;  else infinity
    advance by min(lx,lz); put the point on the side hit
    if side hit is mouth: escaped += 1; stop
    hits[strip] += 1
    if U < s: stop
    side = side hit
\end{verbatim}
The entry flux is $N/w$ per unit length of mouth. If strip $i$, of length $L_i$, collects $H_i$ impacts, then
\begin{equation}
 \Gamma_i=\frac{H_i/L_i}{N/w}.
\end{equation}
All impacts are counted, including those followed by re-emission.

\section{Exact view factors}

The view factor $F_{ij}$ is the share of molecules leaving strip $i$, uniformly along it, that next hit strip $j$. Let strip $i$ run from $A$ to $B$ along $\mathbf t$, with points $\mathbf P(q)=\mathbf A+q\mathbf t$, $0\le q\le L_i$. Let strip $j$ have ends $C$ and $D$, with $D$ at the larger projected sine. As $\mu$ has density $1/2$, the share sent from $\mathbf P$ to strip $j$ is $(\mu_D-\mu_C)/2$.

For a fixed point $\mathbf Q$ at distance $r=|\mathbf Q-\mathbf P(q)|$,
\begin{equation}
 \frac{dr}{dq}=-\frac{(\mathbf Q-\mathbf P)\cdot\mathbf t}{r}=-\mu_Q,
 \qquad
 \int_0^{L_i}\mu_Q\,dq=|AQ|-|BQ| .
\end{equation}
Applying this to $Q=D$ and $Q=C$ and subtracting gives
\begin{equation}
 F_{ij}=\frac1{2L_i}\int_0^{L_i}(\mu_D-\mu_C)\,dq
 =\frac{|AD|+|BC|-|AC|-|BD|}{2L_i}.
\end{equation}
This is Hottel's crossed-string rule: the positive terms are the crossed strings. It needs an unobstructed view, which the convex rectangle provides. Exchanging the strips leaves the numerator unchanged, hence $L_iF_{ij}=L_jF_{ji}$.

From mouth to floor the crossed strings add to $2\sqrt{w^2+d^2}$ and the uncrossed ones to $2d$, so
\begin{equation}
 F_{\rm mf}=\sqrt{1+a^2}-a=\frac1{\sqrt{1+a^2}+a}.
\end{equation}
This tends to $1$ for a shallow trench and to $1/(2a)$ for a deep one.

\section{Flux balance for repeated impacts}

Write $m$ for the mouth and set the field flux to one. Impacts on strip $i$ come from the mouth or from re-emission by other strips:
\begin{equation}
 L_i\Gamma_i=wF_{mi}+(1-s)\sum_jL_j\Gamma_jF_{ji}.
\end{equation}
Reciprocity replaces $wF_{mi}$ by $L_iF_{im}$ and $L_jF_{ji}$ by $L_iF_{ij}$. Division by $L_i$ leaves
\begin{equation}
 \Gamma_i=F_{im}+(1-s)\sum_jF_{ij}\Gamma_j .
 \label{balance}
\end{equation}
The view factors are exact, but the balance takes re-emission as uniform within each strip. It therefore has a discretisation error, which the simulation does not share.

The enclosure is closed, so $F_{im}+\sum_jF_{ij}=1$. The row sums of the iteration matrix are $(1-s)(1-F_{im})$. Every strip of the rectangle sees the mouth, so these sums are below one. The linear system has one solution, and repeated substitution converges, even for $s=0$.

For $s=0$ the solution is $\Gamma_i=1$, as substitution into (\ref{balance}) shows. The mean number of impacts per entry is then the surface length over the mouth width,
\begin{equation}
 M_0=\frac{2d+w}{w}=1+2a .
\end{equation}

The mean path also follows. For $s=0$, flights start uniformly along the full perimeter $p=2d+2w$. Let $\ell$ be the projected flight length, $b$ the sideways offset of a ray and $\alpha$ its direction in the cross-section. For a starting element $dq$, $\cos\phi\,dq\,d\phi=db\,d\alpha$. At fixed $\alpha$, $\int\ell\,db$ is the area $wd$, so
\begin{equation}
 \langle\ell\rangle=\frac1p\int\!\!\int\ell\,\frac{\cos\phi}{2}\,d\phi\,dq
 =\frac1{2p}\int_0^{2\pi}wd\,d\alpha=\frac{\pi wd}{p}.
\end{equation}
The independent factor $4/\pi$ makes the mean true flight $4wd/p$. There are $M_0+1=p/w$ flights per entry, counting the one that escapes, so the mean total path is $4d$.

\section{Worked example}

Take $w=200$ nm, $d=1000$ nm and $s=0.05$, hence $a=5$. For single flights, divide each wall into ten 100 nm bands and the floor into two halves. The left band from 700 to 800 nm has these factors to the facing band and to the whole floor:
\begin{align}
 F_{\rm facing}&=\frac{2\sqrt{200^2+100^2}-2(200)}{2(100)}=0.2361,\\
 F_{\rm floor}&=\frac{300+\sqrt{200^2+200^2}-\sqrt{200^2+300^2}-200}{2(100)}
 =0.1114 .
\end{align}
Simulating 500\,000 flights from this band gives 0.2359 and 0.1113. From the mouth, the exact floor share is $\sqrt{26}-5=0.0990$ and the same number of flights gives 0.0991. For a share $F$ the standard error is $\sqrt{F(1-F)/500\,000}$, between 0.0004 and 0.0006 here, so all three differences lie within it.

Comparing the counts on all visible patches gives $\chi^2=10.6$ for 12 degrees of freedom from the wall band, 12.8 for 21 from the mouth, and 28.8 for 20 from the left half of the floor. A value at least as large as the last arises by chance between 5 and 10\% of the time, so none of the three speaks against the sampling.

With $s=0$ and 400\,000 entries, the simulated flux lies between 0.996 and 1.004 on all wall bands and the floor, with standard errors up to 0.004. The impacts per entry are $11.00\pm0.02$, against $1+2(5)=11$. The true path is $4000\pm7$ nm, against $4d=4000$ nm.

For $s=0.05$, one million entries were split into 25 independent batches. The standard error is the standard deviation of the batch means divided by $\sqrt{25}$. This allows for repeated impacts of one molecule in the same band, which are correlated. The balance was solved as a dense linear system with 5 nm strips and averaged over the bands. Left and right walls are combined.

\begin{center}
\begin{tabular}{lccc}
Surface & Simulation & Std. error & Balance\\
\hline
wall 0--100 nm & 0.8090 & 0.0008 & 0.8080\\
wall 200--300 nm & 0.6687 & 0.0011 & 0.6686\\
wall 500--600 nm & 0.5500 & 0.0012 & 0.5522\\
wall 800--900 nm & 0.5120 & 0.0011 & 0.5115\\
wall 900--1000 nm & 0.5131 & 0.0014 & 0.5130\\
floor & 0.5533 & 0.0012 & 0.5534
\end{tabular}
\end{center}

The largest deviation, in the band from 500 to 600 nm, is about 1.8 standard errors. Going from 10 to 5 nm strips changes the balance by at most $3\times10^{-5}$, far below the sampling error. Particle conservation can be read directly: 6.584 impacts per entry deposit $0.05\times6.584=0.329$ of the molecules, and the simulated escaped share is 0.671.

The floor receives more than the wall beside it. Its direct flux is $F_{\rm mf}=0.099$. The crossed strings from the lowest wall band to the mouth give
\begin{equation}
 \frac{100-\sqrt{1000^2+200^2}+\sqrt{900^2+200^2}}{2(100)}=0.011 .
\end{equation}
Subtracting these from the balance leaves re-emitted fluxes of 0.454 on the floor and 0.502 on the wall. The larger direct flux on the floor outweighs its smaller re-emitted flux.

\section{Cost and numerical stability}

A history with sticking is a history without sticking cut short, so its mean number of impacts cannot exceed $1+2a$. The work for $N$ entries is thus at most of order $N(1+2a)$ flights, even for very small $s$. The statistical error falls as $N^{-1/2}$. A cap on the number of impacts is unnecessary and biases the flux downwards, because it removes molecules that would have hit again.

With strip length $h$, the balance has $n=(2d+w)/h$ unknowns: 440 for 5 nm strips. Dense storage grows as $n^2$ and direct solution as $n^3$. For a fixed rectangle the balance gives a profile without sampling noise.

Two details matter near grazing emission. Computing $1-\mu^2$ by squaring first loses relative accuracy as $|\mu|\to1$; the factored form in the pseudocode avoids this. At $|\mu|=1$ the ray runs along its own surface. This case has zero probability in the exact law, so the pseudocode redraws it. In code that divides without first testing for a zero direction component, a distance could there become $0/0$. In the rectangle, the sign tests prevent a ray from hitting its own side. In a general polygon, either skip the emitting segment or accept only segments whose inward normal $\mathbf n$ satisfies $\mathbf u\cdot\mathbf n<0$.

\section{Failure modes}

\subsection{Wrong sampling rules}

Drawing $\phi$ itself uniformly gives too many grazing rays. The mouth-to-floor share becomes the mean angle subtended by the floor divided by $\pi$:
\begin{equation}
 \frac{2}{\pi w}\int_0^w\arctan\frac Xd\,dX
 =\frac2\pi\left[\arctan\frac1a-\frac a2\ln\left(1+\frac1{a^2}\right)\right]
 =0.063 .
\end{equation}
The three-dimensional polar angle obeys $\sin\theta=\sqrt U$. Using this for $|\sin\phi|$, with a random sign, gives $\mu$ the density $|\mu|$. Integrating it to both floor corners and averaging over the mouth gives
\begin{equation}
 \frac1w\int_0^w\frac{X^2}{X^2+d^2}\,dX
 =1-a\arctan\frac1a=0.013 .
\end{equation}
The correct share is 0.099.

The final floor coverage reveals these faults less reliably. With each wrong rule used at the mouth and at every re-emission, 200\,000 entries give $0.677\pm0.003$ for the uniform angle and $0.543\pm0.002$ for the polar rule. The correct value is 0.553. The polar rule is low by 2\% in coverage, although its direct floor flux is low by a factor of more than seven: at this small $s$, errors in the direct and re-emitted parts nearly cancel. The cancellation weakens as $s$ grows: the polar rule gives 0.350 instead of 0.382 at $s=0.10$ and 0.110 instead of 0.181 at $s=0.30$. Single-flight view factors are therefore the sharper comparison.

\subsection{Geometry and surface physics}

The sampling rule also holds for a non-convex cross-section, but ray tracing must then find the nearest surface, and the string formula above fails where the view is blocked. A round hole is not uniform along $y$ and needs three-dimensional flights. Specular reflection and directed ion beams violate the assumed emission law.

If sticking depends on the polar angle of incidence, $s(\theta)$, the two-dimensional process can be kept. The elevation of a flight is independent of its projected path. At projected incidence angle $\phi'$ the effective sticking is therefore
\begin{equation}
 \bar s(\phi')=\frac2\pi\int_{-\pi/2}^{\pi/2}
 s\bigl(\arccos(\cos\beta\cos\phi')\bigr)\cos^2\beta\,d\beta .
\end{equation}

\section{Comparison with a real process}

The example is set in the regime of low-pressure deposition of silicon dioxide from TEOS, with rough typical values: 970 K, 0.5 Torr, an effective sticking probability of a few hundredths and a collision diameter of 0.8 nm. A real process may involve several depositing species and surface diffusion, whose effects are not estimated here. The value of $s$ matters strongly. With the geometry fixed, the balance gives floor coverages of 0.76, 0.55 and 0.38 for $s=0.02$, 0.05 and 0.10. For $s=1$ the direct flux alone remains, 0.099.

Profile growth is the largest neglected effect estimated for this example. A uniform 50 nm film on all surfaces leaves the depth unchanged and narrows the trench to 100 nm. If the narrowed trench is treated as a rectangle, the floor coverage at the same $s$ falls from 0.55 to 0.29. Such a film also rounds the upper corners, which widens the opening and raises the latter value by between 0.01 and 0.02. The real film is thinner inside than on the field, so this is a measure of size, not a prediction of the final profile. A growth simulation must update the geometry and recompute the flux.

Gas collisions matter less. For a gas of identical molecules of diameter $\sigma$, the mean free path $\lambda=k_BT/(\sqrt2\pi\sigma^2p_{\rm gas})$ is 71 $\mu$m. The simulated true path up to a floor impact averages 3.5 $\mu$m. Since $1-e^{-\ell/\lambda}\le\ell/\lambda$ for a path $\ell$, about 5\% of floor arrivals at most would have collided inside the trench. This is the share of paths affected, not the change in coverage.

For a trench 10 $\mu$m long, the axial draws give the share of mid-length floor impacts whose earlier path reached more than 5 $\mu$m away along $y$: about 0.4\%. Removing those paths would lower the mid-length floor flux by that fraction; re-emission from end walls can restore part of it. Close to the ends the two-dimensional model does not apply.
